Electronic Gruneisen parameter of a free-electron gas and metallic thermal expansion

Suppose the thermal expansion of a metal at 1 K is attributed entirely to lattice vibrations. For the copper-like model worked out below, the lattice supplies 0.033 ppb/K of linear expansion and the conduction electrons supply 0.112 ppb/K. Multiplying the total by three times the bulk modulus and dividing by the lattice heat capacity per volume would then give a lattice Gruneisen parameter of about 8.8, although the value put into the model is 2.0. The missing term is electronic and grows as T, while the lattice term grows as T³, so the error gets worse on cooling.

The size of the electronic term follows from its Gruneisen parameter

γ_e = V (∂P_e/∂T)_V / C_e,

where P_e is the electronic pressure, C_e the electronic heat capacity at constant volume, and the electron number N is fixed. For free electrons γ_e = 2/3. This value does not require a degenerate gas; degeneracy is what makes the expansion linear in T.

**From pressure to expansion**

Let the free energy of the metal be a sum of a cold part depending on V alone, a thermal electronic part and a lattice part. The pressure P = −(∂F/∂V)_T is then a sum as well. With the isothermal bulk modulus B = −V(∂P/∂V)_T of the whole metal, a small change of state obeys

dP = (∂P/∂T)_V dT − B dV/V.

At constant pressure dP = 0, so the volumetric expansion coefficient is

β = (1/V)(∂V/∂T)_P = (1/B)(∂P/∂T)_V.

The pressures add, and therefore so do their contributions to β. In a cubic crystal the three directions expand equally, and the linear coefficient is α = β/3. The electronic part is

α_e = γ_e C_e / (3VB).

It remains to find γ_e and C_e, which is done here in two ways.

**First derivation: energy levels and pressure**

Put the electrons in a cube of side L = V^(1/3) with periodic boundary conditions. The allowed wavevectors are 2π/L times a vector of integers ν, so the levels are

ε_i = ħ²k²/(2m) = (2π²ħ²/m) |ν|² V^(−2/3).

With m independent of volume, each level obeys

dε_i/dV = −(2/3) ε_i/V.

The grand potential, with i running over orbitals and both spins, is

Ω = −kT Σ_i ln[1 + exp((μ − ε_i)/kT)],

where k in front of T is the Boltzmann constant. The free energy is F_e = Ω + μN. When V changes at fixed T and N, μ also changes, but its contribution is (∂Ω/∂μ + N)dμ, which vanishes because ∂Ω/∂μ = −N. Only the motion of the levels remains:

P_e = −Σ_i f_i dε_i/dV = (2/3) Σ_i f_i ε_i / V = 2U_e/(3V).

Here f_i is the Fermi occupation and U_e the energy. Differentiating with respect to T at fixed V gives

V(∂P_e/∂T)_V = (2/3) C_e, hence γ_e = 2/3.

No low-temperature approximation has been made.

The heat capacity does need one. A sphere of radius k_F in wavevector space holds N = V k_F³/(3π²) electrons, two per orbital, so with n = N/V

E_F = ħ²(3π²n)^(2/3)/(2m).

The number of states below energy ε is N(ε/E_F)^(3/2). Its derivative is the density of states

D(ε) = (3N/2E_F)(ε/E_F)^(1/2), D(E_F) = 3N/(2E_F).

Thermal averages have the form ∫H(ε)f(ε)dε. Let G(ε) be the integral of H from 0 to ε. Integration by parts has no boundary terms, since G(0) = 0 and f vanishes at high energy:

∫H f dε = ∫G (−df/dε) dε.

The factor −df/dε is a peak of unit area, even about μ and a few kT wide. For kT much less than E_F, the lower limit may be moved to −∞ with an exponentially small error. Expanding G about μ, the linear term vanishes by symmetry, leaving

∫H f dε ≈ G(μ) + (1/2) H′(μ) (kT)² J,

J = ∫ x² eˣ/(eˣ + 1)² dx over all x.

The integrand is even. Integrating by parts on the positive half-line and expanding 1/(eˣ + 1) in powers of e⁻ˣ gives

J = 4∫₀^∞ x/(eˣ + 1) dx = 4(1 − 1/4 + 1/9 − …) = 4(π²/12) = π²/3.

The alternating sum is π²/6 minus twice its even terms, which add to π²/24; this gives π²/12.

First take H = D. The electron number is fixed, so the shift of μ must cancel the thermal term:

D(E_F)(μ − E_F) + (π²/6)(kT)² D′(E_F) = 0.

Next take H = εD, whose derivative is D + εD′. With U_0 the energy at T = 0,

U_e = U_0 + E_F D(E_F)(μ − E_F) + (π²/6)(kT)² [D(E_F) + E_F D′(E_F)].

The condition on μ cancels both terms containing E_F as a factor outside D, so that

U_e = U_0 + (π²/6)(kT)² D(E_F).

Therefore

C_e/V = (π²/3)k²T D(E_F)/V = ΓT, Γ = π²nk²/(2E_F).

Inserting γ_e = 2/3 and this heat capacity in the expansion formula gives

α_e = (2/9) Γ T/B.

The modulus B must be that of the metal. At T = 0 the gas has U_0 = ∫εD dε = (3/5)NE_F and pressure P_0 = (2/5)nE_F. Since P_0 varies as V^(−5/3), the gas alone has modulus (5/3)P_0 = (2/3)nE_F. The cold forces that hold the metal together also change with volume, and they contribute to B.

**Second derivation: entropy and the density of states**

This route starts from the entropy and needs information only near the Fermi energy. A state with occupation f has entropy kσ, where

σ = −f ln f − (1 − f) ln(1 − f).

With x = (ε − μ)/kT, σ is even in x and falls off within a few kT of μ. If kT is small compared with E_F and with the energy over which D changes appreciably, D can therefore be replaced by D(E_F) at leading order. Its slope cancels by symmetry, and the shift of μ is of order T². The total entropy is

S_e = k²T D(E_F) ∫σ dx.

From f = 1/(eˣ + 1) it follows that dσ/df = ln[(1 − f)/f] = x. Integrating by parts,

∫σ dx = −∫x (dσ/dx) dx = ∫x²(−df/dx) dx = π²/3,

which is the integral J again. Hence

S_e = (π²/3)k²T D(E_F).

Because S_e is proportional to T, C_e = T(∂S_e/∂T)_V = S_e.

Now let the band be isotropic, with an energy ε(k) that rises smoothly with k, so that the occupied states at T = 0 fill a single sphere. The band need not be parabolic. Here k inside ε(k) and k_F denotes a wavevector. The number of states inside radius k is Vk³/(3π²), so

D(E_F) = V k_F²/(π² dε/dk) = V k_F m*/(π²ħ²),

m* = ħ²k_F/(dε/dk), evaluated at k_F.

At fixed N, k_F varies as V^(−1/3). The product V k_F varies as V^(2/3), and

V(∂S_e/∂V)_T = C_e (2/3 + d ln m*/d ln V).

The relation dF = −S dT − P dV makes (∂P/∂T)_V equal to (∂S/∂V)_T. Thus

γ_e = 2/3 + d ln m*/d ln V.

For constant m* = m this is 2/3, D(E_F) is 3N/(2E_F), and the expansion formula again gives α_e = (2/9)ΓT/B.

The sign has a simple meaning. Expansion brings the levels closer together and puts more states within kT of the Fermi energy. The entropy rises, so heating favours a larger volume. A mass falling with volume faster than V^(−2/3) would reverse this and make the electronic contribution negative.

**What each derivation assumes**

The first derivation takes every level to scale as V^(−2/3). In return, its value of γ_e holds at any temperature. A shift common to all levels and dependent only on volume would change P_e but not γ_e, because at fixed N it adds a pressure independent of temperature. In the classical limit P_eV = NkT and C_e = (3/2)Nk, which again give γ_e = 2/3. The electronic expansion would then be nk/(3B), independent of temperature at fixed B: the same Gruneisen parameter, but no linear law.

The second derivation does not require a parabolic band, but kT must be much less than E_F and also small compared with the energy over which the density of states changes near the Fermi energy. A band with sharp structure there can demand a much lower temperature than E_F alone suggests. It asks how the density of states at the Fermi energy changes with volume, and so covers cases where the first fails. One is a relativistic gas with E² = p²c² + m²c⁴. Its effective mass is p/(dE/dp) = E/c², and p at the Fermi surface varies as V^(−1/3), so

γ_e = 2/3 − (1/3) p²c²/E².

The value falls towards 1/3 when pc is much larger than mc².

Both derivations take the electrons as independent particles, or in the second case as independent quasiparticles with mass m*. Both also rest on the additive free energy used to pass from pressure to expansion.

**A copper-like conductor**

Rough typical values for copper are n = 8.5×10²² cm⁻³, one conduction electron per atom, and B = 140 GPa. The formula for E_F gives 7.05 eV, or T_F = E_F/k = 8.18×10⁴ K. Then, with n in m⁻³,

Γ = (π²/2)nk/T_F = 4.935 × 8.5×10²⁸ × 1.381×10⁻²³ / 8.18×10⁴ = 70.8 J m⁻³ K⁻²,

α_e/T = (2/9) × 70.8/(1.40×10¹¹) = 1.12×10⁻¹⁰ K⁻² = 0.112 ppb/K².

The gas alone would have a modulus of 64 GPa. Using that in place of 140 GPa would overstate α_e by a factor of 2.2.

For the lattice, take a Debye solid with temperature θ = 340 K varying as V^(−γ_lat), with γ_lat = 2.0. Its entropy depends on T/θ alone, so V(∂S/∂V)_T = γ_lat T(∂S/∂T)_V = γ_lat C_lat. Writing c_lat for the heat capacity per volume gives

α_lat = γ_lat c_lat/(3B).

The Debye spectrum, with 3 modes per atom and a density proportional to frequency squared, has thermal energy density

u_lat = 9n_a kT (T/θ)³ ∫ x³/(eˣ − 1) dx, from 0 to θ/T,

where n_a = n is the atomic density. At low temperature the integral tends to π⁴/15, so c_lat = du_lat/dT = (12π⁴/5)n_a k(T/θ)³. This gives α_lat = 0.0332 ppb/K at 1 K. The two contributions are equal when 0.1124 T = 0.0332 T³, with T in kelvin:

T_x = (0.1124/0.0332)^(1/2) = 1.84 K.

At 4 K the electronic part is 0.45 ppb/K and the lattice part 2.13 ppb/K, so electrons still supply about 17% of the total. At 300 K, numerical integration of the Debye heat capacity gives α_lat = 15.7 ppm/K, against α_e = 0.034 ppm/K. The electronic share is then 0.21%.

Heating at fixed volume shows the same disparity as a pressure. Integrating (2/3)ΓT from 300 to 400 K gives

ΔP_e = Γ(400² − 300²)/3 = 70.8 × 70000/3 Pa = 1.65 MPa.

The lattice rise is γ_lat[u_lat(400 K) − u_lat(300 K)] = 671 MPa, with the Debye integral evaluated numerically. These figures describe a volume clamped in all three directions. A copper film held in its plane but free to thicken is a different elastic problem, and 671 MPa is not its stress.

**How far real copper departs from the model**

Real copper expands by roughly 17 ppm/K near room temperature, so the model total of about 15.8 ppm/K has the right size. Of the assumptions sized here, the one that matters most for the electronic term is the free, volume-independent mass. Copper's Fermi surface is not a sphere, and its low-temperature electronic heat capacity corresponds to a mass ratio m*/m of roughly 1.4. At fixed density Γ is proportional to m*. To see the sensitivity, combine that ratio with a trial slope d ln m*/d ln V = 0.3, which is not a value determined for copper:

1.4 × (2/3 + 0.3)/(2/3) = 2.03.

With B and the lattice held fixed, the crossover moves to 1.84 × √2.03 = 2.62 K. If the same factor is also kept at 300 K, α_e becomes 0.068 ppm/K, still less than half a percent of the total. The electronic term is therefore a matter for cryogenic expansion measurements and, for these inputs, a negligible part of the free thermal expansion that enters a stress calculation for a copper interconnect near room temperature.

Softening of the metal is a smaller correction to α_e. With B held at 140 GPa, the lattice thermal pressure gives a volume growth from 0 to 300 K of γ_lat u_lat(300 K)/B = 0.96%. Take B to depend on volume alone, with (∂B/∂P)_T roughly 5. Along an isotherm dP = −B dV/V, so dB = −5B dV/V, and the volume growth found above lowers B by about 4.8%. This raises both expansion contributions by about 5% and leaves their ratio unchanged when the heat capacities and Gruneisen parameters are held fixed.

Two corrections to the electron gas itself are much smaller. Numerical evaluation of the Fermi integrals at fixed N gives, at low temperature, a fractional departure from the linear heat capacity of about −2.96(T/T_F)². At 300 K this is −4.0×10⁻⁵. The relativistic formula shifts γ_e by −9.2×10⁻⁶ at this density. Within the free-electron model, then, both the value 2/3 and the linear heat capacity are very accurate at chip temperatures; the larger uncertainty lies in applying that model to copper.
